# Charge neutrality from complex bands and near-valence pinning in germanium

**Result.** Let a one-dimensional crystal of period \(a\) have the complex wavevector \(k=\pi/a+iq(E)\) in its first gap. A weak, structureless metal contact that touches one whole cell uniformly leaves the crystal neutral when the Fermi energy is at the branch point of the complex band,
\[
\frac{dq}{dE}\bigg|_{E_{\rm CNL}}=0 .
\]
This defines the charge-neutrality level (CNL) used here. For a weak potential, with a gap small compared with the distance to the next bands, it lies almost at midgap, so one nearly-free complex band does not explain why the Fermi level at germanium contacts is pinned near the valence edge. Within this picture a possible explanation comes from summing over the wavevectors parallel to the interface. With two-orbital channels, the CNL then becomes a weighted mean of the channel midpoints.

## 1. What the contact does to the charge

Let \(H\) be the crystal Hamiltonian, \(G(E)=(E-H)^{-1}\), and \(P\) the projector on the touched cell. A metal with no structure in energy or position adds the retarded self-energy \(-i\Gamma P/2\). At zero temperature the electron number per spin is
\[
N(E_F)=-\frac1\pi\,{\rm Im}\int_{-\infty}^{E_F}\!dE\;{\rm Tr}\,\frac{1}{E-H+i\Gamma P/2}.
\]
Subtract the same expression without the contact. Since \({\rm Tr}(E-A)^{-1}=\partial_E\ln\det(E-A)\), the difference of traces is the energy derivative of
\[
\ln\det\big[(E-H+i\Gamma P/2)\,G\big]=\ln\det\big(1+\tfrac{i\Gamma}{2}PG\big).
\]
Only the block \(g=PGP\) enters this determinant, and \(g\to0\) as \(E\to-\infty\). Hence
\[
\Delta N(E_F)=-\frac1\pi\,{\rm Im}\ln\det\big(1+\tfrac{i\Gamma}{2}g(E_F)\big).
\]
In a gap \(g\) is Hermitian with real eigenvalues \(\lambda_j\). The phase is zero at \(\Gamma=0\) and grows continuously with \(\Gamma\), which fixes its branch:
\[
\Delta N=-\frac1\pi\sum_j\arctan\frac{\Gamma\lambda_j}{2}
\simeq-\frac{\Gamma}{2\pi}\,{\rm Tr}\,g .
\tag{1}
\]

A single level at \(\epsilon\) checks the sign. It has \(g=1/(E_F-\epsilon)\). If the level is empty, \(\epsilon>E_F\), then \(\Delta N\simeq\Gamma/[2\pi(\epsilon-E_F)]>0\): its broadened tail reaches below the Fermi level and collects electrons. A filled level loses electrons in the same way. Neutrality is the balance of these two effects.

## 2. Simple case: two orbitals per cell

Take a chain with both orbital energies equal to \(M\), hopping \(t_1>0\) inside a cell and \(t_2>0\) between cells. With \(\theta=ka\), \(\varepsilon=E-M\) and \(v=t_1+t_2e^{-i\theta}\),
\[
(E-H_\theta)^{-1}=\frac{1}{\varepsilon^2-|v|^2}
\begin{pmatrix}\varepsilon&v\\ v^*&\varepsilon\end{pmatrix},\qquad
|v|^2=t_1^2+t_2^2+2t_1t_2\cos\theta .
\]
The gap is \(|\varepsilon|<h\), with \(h=|t_1-t_2|\). There the denominator vanishes at \(\theta=\pi+is\), where \(s=qa\) and
\[
\cosh s=\frac{t_1^2+t_2^2-\varepsilon^2}{2t_1t_2},\qquad
\varepsilon^2-|v|^2=-2t_1t_2(\cosh s+\cos\theta).
\tag{2}
\]

The averages over \(\theta\) follow from a geometric series. Put \(x=-e^{-s+i\theta}\). Then
\[
1+2\,{\rm Re}\sum_{R\ge1}x^R=\frac{1-|x|^2}{|1-x|^2}
=\frac{1-e^{-2s}}{1+2e^{-s}\cos\theta+e^{-2s}}
=\frac{\sinh s}{\cosh s+\cos\theta}.
\]
Reading off the Fourier coefficients gives, for integer \(R\ge0\),
\[
\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,\frac{e^{iR\theta}}{\cosh s+\cos\theta}
=\frac{(-1)^Re^{-Rs}}{\sinh s}.
\tag{3}
\]
The touched block therefore has diagonal and off-diagonal entries
\[
\alpha=-\frac{\varepsilon}{2t_1t_2\sinh s},\qquad
\beta=-\frac{t_1-t_2e^{-s}}{2t_1t_2\sinh s},
\]
and eigenvalues \(\alpha\pm\beta\). By (1),
\[
\Delta N=-\frac1\pi\Big[\arctan\frac{\Gamma(\alpha+\beta)}2+\arctan\frac{\Gamma(\alpha-\beta)}2\Big].
\tag{4}
\]
Because the arctangent is odd and strictly increasing, the bracket vanishes if and only if \(\alpha+\beta=-(\alpha-\beta)\), that is \(\alpha=0\) and \(E=M\). This holds for every \(\Gamma\).

Differentiating (2) gives \(s'\sinh s=-\varepsilon/(t_1t_2)\), so
\[
{\rm Tr}\,g=2\alpha=s'(E).
\]
Neutrality and the branch point coincide. In this chain both are at midgap by symmetry, so a less symmetric crystal is needed to tell them apart from midgap.

## 3. Any one-dimensional crystal

Now let \(H=p^2/2m+U(x)\), with \(U\) bounded and of period \(a\). The transfer matrix over one period has unit determinant, because the Wronskian is conserved, and eigenvalues \(e^{\pm i\theta}\). With \(f(E)\) half its trace, the band condition is
\[
\cos\theta=f(E).
\]
At fixed real \(\theta\), the zeros of \(f(E)-\cos\theta\) are the band energies \(E_n(\theta)\). This function is entire in \(E\) and grows no faster than \(\exp(a\sqrt{2m|E|}/\hbar)\), so it has order one half. It is then fixed by its zeros up to a constant, \(f-\cos\theta=C\prod_n(1-E/E_n)\), with the energy origin chosen so that no \(E_n\) is zero. The logarithmic derivative is
\[
\sum_n\frac{1}{E-E_n(\theta)}=\frac{f'(E)}{f(E)-\cos\theta}.
\]

Define the cell-averaged propagator over \(R\) cells,
\[
G_R(E)=\int_0^a\!dx\,G(x+Ra,x;E)
=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\sum_n\frac{e^{iR\theta}}{E-E_n(\theta)},
\]
where the second form uses Bloch states normalized to one cell. In the first gap \(f=-\cosh s\), hence \(f'=-s'\sinh s\), and with (3)
\[
G_R=s'\sinh s\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{e^{iR\theta}}{\cosh s+\cos\theta}
=(-1)^R\,a\,q'(E)\,e^{-Rqa}.
\tag{5}
\]

At \(q'=0\) the valence and conduction parts of \(G_R\) cancel for every \(R\). The case \(R=0\) carries the charge, because \({\rm Tr}\,g=\int_0^aG(x,x)\,dx=G_0\). To first order in \(\Gamma\),
\[
\Delta N=-\frac{\Gamma}{2\pi}\,a\,q'(E_F).
\tag{6}
\]

There is one such energy in the gap. On the one hand, \(q\) is zero at both gap edges and positive between them, so \(q'\) vanishes somewhere. On the other hand,
\[
a\,q''=\frac{dG_0}{dE}=-\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\sum_n\frac{1}{(E-E_n)^2}<0,
\]
so \(q'\) cannot vanish twice. The same inequality gives the sign of the charge. With \(E_F\) above the CNL the crystal gains electrons, which is acceptor-like behaviour; below it the crystal loses electrons, which is donor-like.

The first-order condition matters here. The next term of (1) is \(+\Gamma^3{\rm Tr}\,g^3/(24\pi)\). Balancing it against (6) moves the neutral energy by
\[
\delta E\simeq\frac{\Gamma^2\,{\rm Tr}\,g^3}{12\,G_0'} ,
\]
evaluated at the branch point. The two-orbital chain escapes this shift because its eigenvalues there are \(\pm\beta\).

## 4. Where the branch point lies: the weak-potential limit

Let \(U=2V\cos(2\pi x/a)\) with \(V>0\), and define \(E_0=\hbar^2\pi^2/2ma^2\) and \(\epsilon_q=\hbar^2q^2/2m\). Near the zone boundary keep the two plane waves with wavevectors \(\pm\pi/a+iq\). Their kinetic energies are
\[
\frac{\hbar^2}{2m}\Big(\pm\frac{\pi}{a}+iq\Big)^2=E_0-\epsilon_q\pm2i\sqrt{E_0\epsilon_q}.
\]
With coupling \(V\), the secular equation becomes
\[
(E-E_0+\epsilon_q)^2+4E_0\epsilon_q=V^2 .
\]
Differentiate with respect to \(E\) and set \(d\epsilon_q/dE=0\). This leaves \(E-E_0+\epsilon_q=0\), so
\[
\epsilon_q=\frac{V^2}{4E_0},\qquad E_{\rm CNL}=E_0-\frac{V^2}{4E_0},\qquad qa=\frac{\pi V}{2E_0}.
\]
The gap edges are \(E_0\pm V\) and \(E_g=2V\). The CNL is thus below midgap by
\[
\frac{V^2}{4E_0}=\frac{E_g^2}{16E_0}.
\tag{7}
\]
The neglected waves near \(\pm3\pi/a\), of energy \(9E_0\), lower both edges and the branch point by the same leading amount, \(V^2/8E_0\). They do not alter (7) at order \(V^2\).

A strong potential separates the CNL from midgap clearly. For \(V=0.50E_0\), the full crystal has edges at \(0.4707E_0\) and \(1.4668E_0\), midgap at \(0.9687E_0\), and branch point at \(0.9081E_0\). The neutral energy of a finite ring in weak contact with a metal, found by counting electrons, is also \(0.9081E_0\). At the branch point the valence and conduction parts of \(G_0\) are \(+1.3959/E_0\) and \(-1.3959/E_0\). The displacement from midgap is \(0.0606E_0\); formula (7) gives \(0.0625E_0\), which is 3% larger.

The smallness of (7) relies on the next bands lying far away. Since \(q'=0\) means \(f'=0\), that is \(\sum_n 1/[E-E_n(\pi)]=0\), a second level close to the conduction edge would put the branch point near one third of the gap, however small the gap is compared with \(E_0\). For the weak potential and a gap of the size found in germanium the displacement is tiny. With \(E_g=0.70\) eV and \(E_0=10\) eV,
\[
\frac{(0.70)^2}{16\times10}\ {\rm eV}=3.1\ {\rm meV},
\]
and the full crystal gives the same to this accuracy. The CNL would be about 0.35 eV above the valence edge, whereas germanium contacts are pinned, as a rough figure, 0.1 eV above it.

## 5. Many channels: the CNL as a weighted mean

Let the contact touch one layer of whole unit cells uniformly. The parallel wavevector \(\mathbf k_\parallel\) is then conserved, each \(\mathbf k_\parallel\) is a separate one-dimensional problem, and the charges add. Weak-contact neutrality becomes
\[
\big\langle G_0(E;\mathbf k_\parallel)\big\rangle=0,
\]
where the brackets average over the parallel zone. This condition has meaning only when each channel holds a finite set of orbitals. In a three-dimensional crystal with all its bands, the nearly free high bands add to \(\langle G_0\rangle\) a negative term proportional to the cutoff wavevector, so the sum diverges and the position of any zero depends on which bands are kept. A contact without structure in energy is then too crude an idealization.

Use the two-orbital chain for each channel, with valence edge \(E_v\), conduction edge \(E_c\), midpoint \(M=(E_v+E_c)/2\) and \(W=t_1+t_2\). From (2),
\[
(2t_1t_2\sinh s)^2=(t_1^2+t_2^2-\varepsilon^2)^2-(2t_1t_2)^2=(h^2-\varepsilon^2)(W^2-\varepsilon^2),
\]
and \(h^2-\varepsilon^2=(E-E_v)(E_c-E)\). Therefore
\[
G_0=2w\,(M-E),\qquad
w=\frac{1}{\sqrt{(E-E_v)(E_c-E)(W^2-\varepsilon^2)}} ,
\]
and neutrality reads
\[
E_{\rm CNL}=\frac{\langle wM\rangle}{\langle w\rangle}\bigg|_{E=E_{\rm CNL}} .
\tag{8}
\]
The CNL is a mean of channel midpoints with positive weights. The fundamental gap is set by two extreme points of the zone, and nothing in (8) ties the mean to the middle of that gap. If all channels are alike, (8) returns the midgap result of section 2.

A solution inside the gap is not guaranteed. At a valence maximum \(w\) diverges as \((E-E_v)^{-1/2}\), but this is integrable over a two-dimensional zone. If enough midpoints are low, \(\langle G_0\rangle\) is negative throughout the gap and there is no neutral energy within it.

**Round-number model.** Measure energies from the valence maximum and let \(g=(2-\cos k_x-\cos k_y)/4\), with \(k_x,k_y\) in units of the inverse in-plane period. Thus \(g\) runs from 0 at the zone centre to 1 at the corner. Choose \(W=4.0\) eV and
\[
E_v=-1.30\,g\ {\rm eV},\qquad E_c=(0.80-0.10\,g)\ {\rm eV},\qquad M=(0.40-0.70\,g)\ {\rm eV}.
\]
The direct gap at the centre is 0.80 eV and the indirect gap is 0.70 eV. Since \(\langle g\rangle=1/2\), the plain average of the midpoints is 0.05 eV. The weighted condition gives
\[
E_{\rm CNL}=0.098\ {\rm eV},
\]
far below the middle of the gap at 0.35 eV.

The CNL exceeds the plain average for a reason visible in \(w\). At \(E=0.1\) eV the product \((E-E_v)(E_c-E)\) rises from \(0.1\times0.7=0.07\) eV² at the centre to \(1.4\times0.6=0.84\) eV² at the corner, while \(W^2-\varepsilon^2\) varies by only about 1%. Central channels, which have the highest midpoints, count about \(\sqrt{12}\approx3.5\) times as much as corner channels.

Two variations separate the causes.

- **Valence dispersion.** Reducing the valence drop from 1.3 to 0.7 and 0.3 eV raises the CNL from 0.098 to 0.215 and 0.303 eV. In this model the fall of the valence band away from the centre is what brings the CNL down.
- **A narrow conduction valley.** A Gaussian valley 0.20 eV deep at the corner, with 1.4% of the zone weight, cuts the gap from 0.70 to 0.50 eV. The CNL moves only from 0.098 to 0.096 eV. The plain average of \(M\) falls by \(\tfrac12\times0.20\times0.0143\) eV \(=1.4\) meV, so a shift of this order is expected; the change of \(w\) in the valley also contributes.

The sum over channels also removes a property of the single band. By (3), each channel's \(G_R\) carries a factor \(e^{-Rs}\) that differs between channels, so the summed \(G_R\) no longer vanishes at one energy for all \(R\). For displacements of one and two layers normal to the plane the zeros are at 0.111 and 0.124 eV. They rise because \(s\) is smallest near the zone centre, so distance favours the channels with high midpoints. The CNL of a real crystal is therefore defined only together with a criterion, here with a spread of about 0.03 eV between \(R=0\) and \(R=2\), which grows with larger \(R\).

## 6. From neutrality level to pinned barrier

Let \(D\) be the density of interface states per area and energy near the CNL. From the charge per cell, with a factor 2 for spin and cell area \(A\), \(D=(2/A)\,d\langle\Delta N\rangle/dE\). The semiconductor side holds \(n=D(E_F-E_{\rm CNL})\) extra electrons per area, and the metal holds the opposite charge. Represent the pair by two sheets at the vacuum-equivalent distance \(d\), and neglect the depletion charge. This is reasonable at moderate doping; in heavily doped n-type material the positive depletion charge lowers the electron barrier noticeably.

The field between the sheets is \(4\pi en\) and points towards the semiconductor. The electron energy there is raised by \(4\pi e^2nd\). With \(\phi_0\) the metal work function minus the electron affinity, the electron barrier is
\[
\phi_n=\phi_0+4\pi e^2dD\,(E_F-E_{\rm CNL}),\qquad E_F=E_g-\phi_n .
\]
Collecting \(\phi_n\) on the left gives
\[
\phi_n=S\phi_0+(1-S)(E_g-E_{\rm CNL}),\qquad S=\frac{1}{1+4\pi e^2Dd}.
\tag{9}
\]
For \(D\to0\), \(S\to1\) and the barrier follows the metal. For large \(Dd\), \(S\to0\) and the barrier is \(E_g-E_{\rm CNL}\). The density \(D\) sets how strong the pinning is; for a weak contact that touches whole cells uniformly, and within the two-orbital channel model, the complex bands set where it occurs.

For the model of section 5, with \(t_1>t_2\) in every channel, take \(\Gamma=1.0\) eV, \(A=16\) Å² and \(d=2.0\) Å. The finite contact strength moves the CNL slightly, to 0.097 eV, and (4) gives \(D=1.7\times10^{14}\) eV⁻¹cm⁻², or 0.01705 eV⁻¹Å⁻². With \(e^2=14.40\) eV Å,
\[
4\pi e^2Dd=4\pi\times14.40\times0.01705\times2.0=6.17,\qquad S=\frac1{7.17}=0.14 .
\]
The neutral barrier is \(0.700-0.097=0.603\) eV. For \(\phi_0=0.5\) eV,
\[
\phi_n=0.1395\times0.5+0.8605\times0.6034=0.589\ {\rm eV}.
\]
As \(\phi_0\) goes from 0.3 to 0.9 eV, \(\phi_n\) goes only from 0.561 to 0.645 eV, and the hole barrier \(E_g-\phi_n\) from 0.139 to 0.055 eV. Solving with the full nonlinear charge (4) changes the four computed barriers by at most 1.4 meV.

## 7. Reading germanium

Germanium has the two features that matter in section 5. Its valence maximum is at the zone centre and the valence band falls well below it over much of the zone. Its conduction minimum is in side valleys, and the indirect gap is small, roughly 0.7 eV. The first feature lowers most channel midpoints, provided the conduction edge does not rise by a comparable amount away from the centre. The second narrows the gap from above, with little effect on the mean midpoint if the valleys are narrow. Such valleys lower the middle of the gap while the CNL hardly moves. The construction therefore places the CNL below the middle only if the valence band falls enough to outweigh this, and near the valence edge if it falls further. Too large a fall leaves no neutral energy in the gap, as noted in section 5. The model of section 5 meets the condition on the conduction edge by choice; in germanium the projected conduction edge does rise over much of the zone away from the valleys, which offsets part of the valence fall, so the condition is met only in part and the net effect has to be taken from the real bands. With a large \(Dd\), most metals give a large barrier for electrons and a small one for holes. On n-type material the bulk Fermi level is near the conduction band, so forming this large barrier drains electrons from the semiconductor beneath the contact, and the bands bend upwards. The sign of the interface charge is a separate matter: by (9) it is negative for \(\phi_0<E_g-E_{\rm CNL}\) and positive for larger \(\phi_0\).

This is an interpretation, not a calculation of germanium. The valence drop was a free parameter, so the closeness of 0.10 eV to the rough observed position is no evidence by itself. What the model supports is the mechanism and, under the conditions above, its direction.

The contact here touches whole cells uniformly inside an unbroken crystal. A real metal couples more strongly to the atoms nearest to it, and this alone can move the neutral energy. A real interface also has cut bonds, defects and specific metal–germanium bonds, and these can add states with a neutrality condition of their own. Spin-orbit coupling and many-body corrections to the bands are also left out; both would alter the channel edges in (8). Each \(\mathbf k_\parallel\) in germanium also carries several coupled valence bands, which can shift the neutral energy even before the sum over channels. The numerical output gives the values used above in full.

## Computed results

```
COSINE CRYSTAL, energies in E0
V = 0.50 E0
valence edge = 0.47065 E0, conduction edge = 1.46677 E0
midgap = 0.96871 E0, branch point = 0.90808 E0
neutral energy of touched ring = 0.90810 E0
midgap minus branch point = 0.06063 E0
two-wave value V^2/(4 E0) = 0.06250 E0
q a at branch point = 0.7766 (dimensionless)
valence part of G_0 there = 1.39587 1/E0
conduction part of G_0 there = -1.39586 1/E0
SMALL-GAP SINGLE BAND
E0 = 10.0 eV, gap = 0.70 eV
shift below midgap, full crystal = 3.062 meV
shift below midgap, two-wave = 3.062 meV
CHANNEL MODEL, energies from the valence maximum
t1 + t2 = 4.0 eV, direct gap = 0.80 eV
valence drop = 1.30 eV, conduction drop = 0.10 eV
indirect gap = 0.70 eV, its middle = 0.350 eV
zone-centre channel midpoint = 0.400 eV
zone average of channel midpoints = 0.050 eV
CNL, weak contact (R = 0) = 0.0977 eV
zero of summed G_R, R = 1: 0.1110 eV
zero of summed G_R, R = 2: 0.1236 eV
CNL for valence drop 0.3 eV = 0.3029 eV
CNL for valence drop 0.7 eV = 0.2150 eV
CNL for valence drop 1.3 eV = 0.0977 eV
narrow valley: depth = 0.20 eV, zone weight = 1.43 %
gap with valley = 0.500 eV, CNL = 0.0961 eV
PINNING
Gamma = 1.0 eV, cell area = 16.0 angstrom^2
dipole distance d = 2.0 angstrom
e^2 = 14.3996 eV angstrom
CNL at this Gamma = 0.0966 eV
D = 1.705e+14 1/(eV cm^2)
pinning factor S = 0.1395 (dimensionless)
neutral electron barrier = 0.6034 eV
phi0 = 0.3 eV: linear 0.5611 eV, full 0.5601 eV
phi0 = 0.5 eV: linear 0.5890 eV, full 0.5888 eV
phi0 = 0.7 eV: linear 0.6169 eV, full 0.6167 eV
phi0 = 0.9 eV: linear 0.6447 eV, full 0.6433 eV
```
